# Vacuum work function, interface dipoles and the threshold of a transistor

**Q:** I have two n-channel transistors with the same gate metal, the same p-type silicon and the same dielectric capacitance per area. The dielectrics are different materials, but the metal's vacuum work function is what it is. The thresholds must then be equal, mustn't they?

**A:** Not necessarily. You have fixed the metal's Fermi level relative to vacuum outside a free metal surface. In the transistor that surface touches a dielectric, and the dielectric touches silicon. Charge can rearrange at both contacts, and your list says nothing about the potential steps this produces.

**Q:** Show me where such a step enters. I would have written the gate voltage as a work-function difference plus the voltage needed to bend the bands.

**A:** Take a planar stack, with $x$ running from gate to silicon and the silicon bulk grounded. I use atomic units, with $e=1$ and $4\pi\varepsilon_0=1$, so a gate voltage $V_G$ is also an energy. Let $\phi$ be the electrostatic potential. The local vacuum level for an electron is then $U=-\phi$, up to a constant.

Let $\Phi_m$ and $\Phi_s$ be the vacuum work functions of metal and silicon. Measured from the Fermi levels, the local vacuum levels at the two ends are
$$U_{\rm gate}=E_{F,m}+\Phi_m,\qquad U_{\rm bulk}=E_{F,s}+\Phi_s .$$
A positive gate voltage lowers electron energies in the metal, so $E_{F,m}=E_{F,s}-V_G$. Subtracting the two levels gives
$$U_{\rm gate}-U_{\rm bulk}=-V_G+\Phi_m-\Phi_s ,$$
and reversing the sign to return to $\phi$,
$$\phi_{\rm gate}-\phi_{\rm bulk}=V_G-\Phi_m+\Phi_s. \tag{1}$$

This is your work-function difference. The same potential difference must also equal the sum of all drops between gate and bulk, and an interface dipole contributes one of them.

**Q:** A dipole layer has no net charge. How can it matter to the silicon?

**A:** Represent it by a sheet of charge $-\sigma$ per area on the gate side and $+\sigma$ a distance $d$ closer to the silicon, in a film of relative permittivity $\varepsilon$ and thickness $t$. Let the silicon carry charge $-Q$ per area. With no other charge in the film, the gate carries $+Q$.

Gauss's law gives the displacement $D=\varepsilon F$, where $F=-d\phi/dx$. Outside the pair, $D=4\pi Q$. Crossing the first sheet changes $D$ by $-4\pi\sigma$, and crossing the second restores it. The drop from gate to silicon surface is therefore
$$\phi_{\rm gate}-\phi_{\rm surface}
=\int_0^t\frac{D}{\varepsilon}\,dx
=\frac{4\pi Q\,t}{\varepsilon}-\frac{4\pi\sigma d}{\varepsilon}
=\frac{Q}{C}-\Delta ,\tag{2}$$
with
$$C=\frac{\varepsilon}{4\pi t},\qquad \Delta=\frac{4\pi\sigma d}{\varepsilon}.$$

So at fixed silicon charge the field outside the pair is unchanged, but the potential is not. A positive $\Delta$ raises the potential on the silicon side and helps attract electrons.

Now define the band bending $\psi_s=\phi_{\rm surface}-\phi_{\rm bulk}$. Adding it to (2) and equating the sum to (1) gives
$$V_G-\Phi_m+\Phi_s=\frac{Q}{C}-\Delta+\psi_s,$$
or
$$V_G=\Phi_m-\Delta-\Phi_s+\psi_s+\frac{Q(\psi_s)}{C}. \tag{3}$$

**Q:** Real interfaces are not two neat sheets with a bulk permittivity between them.

**A:** No, and an angstrom-scale layer need not have the bulk $\varepsilon$. The sheets are one way to produce a known step. If a contact layer has its own permittivity, $C$ must be the capacitance of the whole stack, that layer included. What then enters (3) is the total step $\Delta$ at zero silicon charge, which stands for every departure from vacuum-level alignment at both contacts. It includes changes in the surface dipoles that were already part of $\Phi_m$ and $\Phi_s$ for the free surfaces.

**Q:** Then what is the "effective work function"? It sounds as if the metal itself had changed.

**A:** It is the combination
$$\Phi_{\rm eff}=\Phi_m-\Delta .$$
It can be read from the flat-band condition. When $\psi_s=0$, the uniformly doped silicon is neutral throughout and $Q=0$. Equation (3) becomes
$$V_{FB}=\Phi_{\rm eff}-\Phi_s .$$
If $\Phi_s$ is known, and the film holds no charge apart from the contact dipoles, the flat-band voltage gives $\Phi_{\rm eff}$. It cannot say how much of $\Delta$ sits at the metal contact and how much at the silicon contact, since the two steps enter as a sum. Assigning the whole sum to the metal is a convention.

**Q:** Flat band is not threshold. Perhaps the dipole also changes the charge needed to reach threshold.

**A:** Let us calculate that charge. I assume Boltzmann carriers, fully ionized acceptors of uniform density $N_A$, and no quantum confinement. Set $\phi=0$ in the bulk, where the hole and electron densities are $p_0$ and $n_0$ and neutrality requires $p_0-n_0=N_A$. In silicon of permittivity $\varepsilon_s$,
$$\frac{d^2\phi}{dx^2}=-\frac{4\pi\rho}{\varepsilon_s},\qquad
\rho=p_0e^{-\phi/kT}-n_0e^{\phi/kT}-N_A .$$

Multiply by $d\phi/dx$. The left side becomes the derivative of $(d\phi/dx)^2/2$. Integrate from the surface, where the field is $F_s$ and $\phi=\psi_s$, to the bulk, where both vanish:
$$-\frac{F_s^2}{2}=-\frac{4\pi}{\varepsilon_s}\int_{\psi_s}^{0}\rho\,d\phi
=\frac{4\pi}{\varepsilon_s}\int_0^{\psi_s}\rho\,d\phi .$$
Multiplying by $-\varepsilon_s/4\pi$ and doing the integral,
$$\frac{\varepsilon_sF_s^2}{8\pi}=N_A\psi_s+n_0kT\left(e^{\psi_s/kT}-1\right)-p_0kT\left(1-e^{-\psi_s/kT}\right). \tag{4}$$

Define threshold by $\psi_s=2\psi_B$, where $\psi_B=kT\ln(p_0/n_i)$ and $n_i^2=n_0p_0$. Then $2\psi_B=kT\ln(p_0/n_0)$, so $e^{2\psi_B/kT}=p_0/n_0$. The surface electron density has reached the bulk hole density. The carrier terms in (4) become
$$kT(p_0-n_0)-kT(p_0-n_0)=0 .$$
They cancel, leaving $F_s^2=16\pi N_A\psi_B/\varepsilon_s$. Gauss's law then gives the magnitude of the silicon charge,
$$Q_T=\frac{\varepsilon_sF_s}{4\pi}=\sqrt{\frac{\varepsilon_sN_A\psi_B}{\pi}} .$$
Within this model the square root is the total charge, electrons included, without a depletion approximation. Neither $\Delta$ nor the metal appears in it. The threshold is
$$V_T=\Phi_m-\Delta-\Phi_s+2\psi_B+\frac{Q_T}{C}. \tag{5}$$

**Q:** So for my two transistors?

**A:** Call the films A and B and subtract (5) for B from (5) for A. The terms $\Phi_m$, $\Phi_s$, $2\psi_B$ and $Q_T/C$ are common, so
$$V_{T,A}-V_{T,B}=-(\Delta_A-\Delta_B). \tag{6}$$
Your conclusion holds if the two total steps are equal, and fails otherwise.

**Q:** Is the difference large enough to care about? Please use numbers.

**A:** Take round model parameters. The metal has $\Phi_m=4.6$ eV. The silicon-like substrate has a gap of 1.10 eV, an affinity of 4.00 eV, $kT=0.025$ eV, $N_A=10^{-6}$ angstrom$^{-3}$ and an effective density of $2\times10^{-5}$ angstrom$^{-3}$ for each band. The Fermi level lies above the valence band by $kT$ times the logarithm of the ratio of band density to hole density, so
$$\Phi_s=4.00+1.10-0.025\ln 20=5.0251\ \text{eV}.$$
With $n_i=5.579\times10^{-15}$ angstrom$^{-3}$, the threshold bending is $2\psi_B=0.9502$ eV. Full ionization is an idealization at this doping ($10^{18}$ cm$^{-3}$). With an acceptor level 45 meV above the valence band, as for boron, only about 60% of the acceptors in the neutral bulk would be ionized, and the Fermi level would lie 0.088 rather than 0.075 eV above the band. That moves both thresholds by about 0.01 eV, but not their difference.

Film A has $\varepsilon=20$ and $t=40$ angstrom; film B has $\varepsilon=10$ and $t=20$ angstrom. Their ratios $\varepsilon/t$, and hence their capacitances, are equal. The threshold charge is $3.5501\times10^{-4}$ $e$/angstrom$^2$ and the capacitance is $2.7632\times10^{-3}$ $e^2$/(eV angstrom$^2$), giving
$$\frac{Q_T}{C}=\frac{3.5501\times10^{-4}}{2.7632\times10^{-3}}\ \text{eV}=0.1285\ \text{eV}.$$

Both dipoles have $d=2$ angstrom, but their silicon-side sheets are $+0.015$ and $-0.005$ $e$/angstrom$^2$. In these units $4\pi$ becomes 180.951 eV angstrom, so
$$\Delta_A=\frac{180.951\times0.015\times2}{20}=0.2714\ \text{eV},$$
$$\Delta_B=-\frac{180.951\times0.005\times2}{10}=-0.1810\ \text{eV}.$$

The effective work functions are $4.6-0.2714=4.3286$ eV on A and $4.6+0.1810=4.7810$ eV on B. Without dipoles, both films would give
$$4.6-5.0251+0.9502+0.1285=0.6536\ \text{eV}.$$
Subtracting each $\Delta$ gives thresholds of 0.3822 eV for A and 0.8345 eV for B, the last digit of B being taken from unrounded terms. The difference is $-0.4524$ eV, or $-0.0166$ hartree. It is more than three times the potential drop $Q_T/C$.

These thresholds were tested against a numerical solution of the nonlinear Poisson equation with explicit charge sheets. In the control without dipoles, the two films gave the same threshold despite their different thicknesses and permittivities. The values are in the numerical output below.

**Q:** What would I see if I held both gates at the threshold of A?

**A:** A has $4.77\times10^{-6}$ channel electrons per angstrom$^2$; B has $3.6\times10^{-13}$. The ratio is about $1.3\times10^7$, so B is far below threshold.

You can estimate the first number. Near the surface, take the field as constant. The potential falls as $\psi_s-F_sx$, and the electron density as $n_se^{-F_sx/kT}$, where $n_s$ is its surface value. Integrating over $x$ gives $n_skT/F_s$ electrons per area. At threshold,
$$F_s=\frac{180.951\times3.5501\times10^{-4}}{12}=5.35\times10^{-3}\ \text{eV/angstrom},$$
where 12 is the substrate permittivity and the field is expressed as a force on unit charge. With $n_s=10^{-6}$ angstrom$^{-3}$, the estimate is $4.7\times10^{-6}$ angstrom$^{-2}$, close to the numerical value. The electrons are only about 1.3% of the silicon charge; the rest is acceptor charge not balanced by holes. These counts belong to the classical model, whose electron layer is only about 5 angstrom wide, too thin for real silicon. In this field, with the masses of a silicon (100) surface, the lowest subband lies about 0.11 eV above the band edge at the surface. The electron count at the same bending is then about twenty times smaller, and the ratio of A to B about half as large. The threshold difference (6) is not affected.

For the ratio, a change in bending equal to the whole 0.4524 eV would change $n_s$ by $e^{0.4524/0.025}\approx7\times10^7$. The actual ratio is smaller for two reasons. Part of the 0.4524 eV is taken up by the change of $Q/C$ across the film, and the weaker surface field in B makes its electron layer wider.

**Q:** Could the dipole have changed the capacitance instead? Then the comparison would not be fair.

**A:** The film capacitance is the change of charge divided by the change of film drop. In (2), a bias-independent $\Delta$ disappears from that change, leaving $C$. Equation (3) says more: $V_G+\Delta$ is the same function of $\psi_s$ for both films. The whole curve of band bending against gate voltage therefore shifts rigidly. This was tested at five gate voltages, from accumulation to beyond threshold. At the two extreme voltages the surface carrier density exceeds the effective band density, so Boltzmann statistics are no longer accurate there. The rigid shift does not depend on them: it follows from (3) for any function $Q(\psi_s)$ common to both devices.

Making the film thinner does not remove the shift either. If $C$ grows while $\Delta$ stays fixed, $Q_T/C$ tends to zero and
$$V_T\to\Phi_m-\Delta-\Phi_s+2\psi_B .$$
This limit assumes that the film remains thick enough for its contacts to keep the same dipoles.

**Q:** Then is the vacuum work function irrelevant? That seems too strong in the other direction.

**A:** It is too strong. At fixed $\Delta$, equation (5) gives a one-for-one change of $V_T$ with $\Phi_m$. But a different metal may also change the contact dipole. If $\Delta$ varies smoothly with $\Phi_m$ along a series of metals,
$$\frac{dV_T}{d\Phi_m}=1-\frac{d\Delta}{d\Phi_m}.$$
If the dipole does not respond, the slope is one. If it follows the metal completely, the slope is zero and the threshold is pinned. Electrostatics alone does not tell you which case a given interface follows.

The converse of your original inference also fails. On film B, choose a metal with
$$\Phi_m'=\Phi_m-(\Delta_A-\Delta_B)=4.6-0.4524=4.1476\ \text{eV},$$
keeping $\Delta_B$ fixed. Its threshold is 0.3822 eV, equal to that of the original metal on A. Equal thresholds do not imply equal vacuum work functions.

**Q:** How do I know that a measured shift is a dipole and not trapped charge in the film?

**A:** One flat-band voltage cannot tell you. Put a net sheet $\sigma_f$ at distance $x$ from the gate and keep the silicon charge at $-Q$. The displacement is $4\pi(Q-\sigma_f)$ before the sheet and $4\pi Q$ after it. The film drop without a dipole is then
$$\frac{4\pi(Q-\sigma_f)x+4\pi Q(t-x)}{\varepsilon}
=\frac{Q}{C}-\frac{4\pi\sigma_fx}{\varepsilon}.$$
The last term is the voltage shift, both at flat band and at threshold. In film A, a sheet of $2\times10^{-4}$ $e$/angstrom$^2$ shifts the threshold by $-0.0362$ eV at 20 angstrom from the gate and by $-0.0724$ eV at 40 angstrom. Position matters.

For a dipole, add the shifts of $-\sigma$ at $x$ and $+\sigma$ at $x+d$:
$$+\frac{4\pi\sigma x}{\varepsilon}-\frac{4\pi\sigma(x+d)}{\varepsilon}
=-\frac{4\pi\sigma d}{\varepsilon}=-\Delta .$$
The position cancels. Moving the whole dipole of film A so that its first sheet lies 10 angstrom from the gate leaves the threshold at 0.3822 eV.

This suggests a thickness series. If the net charge lies at the silicon interface, then $x=t$ and its flat-band shift is linear in $t$. Extrapolating $V_{FB}$ to $t=0$ removes it and leaves $\Phi_{\rm eff}-\Phi_s$, provided each film has a single permittivity $\varepsilon$, and $\sigma_f$, $\varepsilon$ and $\Delta$ are the same throughout the series. If a contact layer of fixed thickness $t_1$ and permittivity $\varepsilon_1$ lies next to the silicon, and $t$ is the total thickness, the intercept keeps a shift $-4\pi\sigma_ft_1(1/\varepsilon_1-1/\varepsilon)$. Charge at a fixed distance from the gate gives a shift independent of $t$, however, and this series cannot distinguish it from a dipole.

**Q:** When should I distrust the rigid shift itself?

**A:** When the film capacitance or the silicon response differs between the devices, or when $\Delta$ or a charge in the film depends on bias. Interface traps that fill as the bands bend add a charge that varies with $\psi_s$; if their densities differ, the curves change shape. Dipoles that vary along the interface give different local thresholds if they vary over distances much longer than the film thickness and the depletion width; the effect of finer variations is partly smoothed out at the silicon. A short channel also needs more than this one-dimensional balance. Quantum confinement would change the silicon charge and the useful definition of threshold. Where the one-dimensional balance holds, though, a constant difference in dipole step enters the gate voltage in the same way for any silicon response common to both devices.

## Calculated quantities

```
thermal energy kT: 0.025 eV
substrate gap: 1.10 eV; affinity: 4.00 eV
substrate relative permittivity: 12.0
effective density of each band: 2.00e-05 angstrom^-3
acceptor density: 1.00e-06 angstrom^-3
intrinsic density: 5.579e-15 angstrom^-3
bulk potential energy psi_B: 0.4751 eV
threshold band bending 2 psi_B: 0.9502 eV
substrate work function: 5.0251 eV
metal vacuum work function: 4.6000 eV
4 pi e^2 in practical units: 180.951 eV angstrom
silicon charge at threshold, formula: 3.5501e-04 e/angstrom^2
dipole sheet separation, both films: 2.0 angstrom
film A: relative permittivity 20.0, thickness 40.0 angstrom
film A: silicon-side sheet +0.0150 e/angstrom^2
film A: capacitance, numerical 2.7632e-03 e^2/(eV angstrom^2)
film A: dipole step Delta +0.2714 eV
film A: film drop Q/C 0.1285 eV
film A: flat-band gate energy, numerical -0.6965 eV
film A: effective work function from flat band 4.3286 eV
film A: threshold without dipole, numerical 0.6536 eV
film A: threshold, formula 0.3822 eV
film A: threshold, numerical 0.3822 eV
film A: channel electrons at threshold bias of A 4.772e-06 angstrom^-2
film B: relative permittivity 10.0, thickness 20.0 angstrom
film B: silicon-side sheet -0.0050 e/angstrom^2
film B: capacitance, numerical 2.7632e-03 e^2/(eV angstrom^2)
film B: dipole step Delta -0.1810 eV
film B: film drop Q/C 0.1285 eV
film B: flat-band gate energy, numerical -0.2442 eV
film B: effective work function from flat band 4.7810 eV
film B: threshold without dipole, numerical 0.6536 eV
film B: threshold, formula 0.8345 eV
film B: threshold, numerical 0.8345 eV
film B: channel electrons at threshold bias of A 3.627e-13 angstrom^-2
dipole-step difference A minus B: 0.4524 eV
threshold difference A minus B: -0.4524 eV
threshold difference A minus B: -0.016625 hartree
compensating metal work function on B: 4.1476 eV
threshold of compensating metal on B: 0.3822 eV
threshold of A with dipole moved to 10 angstrom: 0.3822 eV
net test sheet in A: 2.0e-04 e/angstrom^2
net sheet 20 angstrom from gate, threshold shift: -0.0362 eV
net sheet 40 angstrom from gate, threshold shift: -0.0724 eV
```
